# Fermion Condensate in a Magnetic Field in 2+1 Dimensions: verification in Python

```python
"""
Fermion condensate of a planar four-component Dirac fermion in a magnetic field.

Result under test, with b = |eB|/hbar = 1/ell^2 and M = m c^2 > 0:
  C(M,B) - C(M,0) = -(b/2 pi) * R,
  R = (2/sqrt(pi)) * integral_0^inf dy exp(-y^2) F(y^2 / (2 mu^2)),
  F(x) = coth(x) - 1/x,   mu = M/w,   w = sqrt(2) hbar c / ell,
and R -> 1 for M -> 0+, so that the condensate tends to -b/(2 pi).
C = <psibar psi> = -d L_eff / d M is a number per area.

Reduced units in the functions: energies in w, condensates in b/(2 pi),
Lagrangian densities in b w/(2 pi). CUTOFF is Lambda/w, where proper times
below 1/Lambda^2 are removed; a state of energy E then has weight erfc(|E|/Lambda).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import erfc, expit

CUTOFF = 4.0
LEVELS = 300


def langevin(x):
    if x < 0.05:
        return x / 3 - x**3 / 45 + 2 * x**5 / 945
    return 1 / np.tanh(x) - 1 / x


def integrate(func, low, high, marks):
    inside = [p for p in marks if low < p < high]
    return quad(func, low, high, points=inside or None,
                epsabs=1e-13, epsrel=1e-11, limit=400)[0]


def ratio_proper_time(mu, s_min=0.0):
    """R for mu > 0, with proper times below s_min left out."""
    value = integrate(lambda y: np.exp(-y * y) * langevin(y * y / (2 * mu * mu)),
                      mu * np.sqrt(s_min), 8.0, [mu, 3 * mu, 10 * mu, 40 * mu])
    return 2 / np.sqrt(np.pi) * value


def lagrangian_proper_time(mu):
    """Field-dependent part of the effective Lagrangian for mu > 0."""
    value = integrate(lambda q: np.exp(-(mu * q)**2) * langevin(q * q / 2) / q**2,
                      0.0, 8.0 / mu, [1.0, 3.0, 10.0, 30.0, 100.0])
    return -value / np.sqrt(np.pi)


def ratio_zeta(mu):
    return float(1 + 2 * mu * mp.zeta(0.5, 1 + mu**2) + 4 * mu**2)


def lagrangian_zeta(mu):
    return float(mu + 2 * mp.zeta(-0.5, 1 + mu**2) + 4 * mu**3 / 3)


def dirac_states(mu):
    """Energies and <beta> of the 4-component Hamiltonian in oscillator states.
    Spin up keeps LEVELS oscillator states, spin down one more, which
    closes the ladder without a spurious zero mode."""
    lower = np.zeros((LEVELS, LEVELS + 1))
    for n in range(1, LEVELS + 1):
        lower[n - 1, n] = np.sqrt(n)
    size = 2 * LEVELS + 1
    kinetic = np.zeros((size, size))
    kinetic[:LEVELS, LEVELS:] = lower
    kinetic[LEVELS:, :LEVELS] = lower.T
    one = np.eye(size)
    energy, vec = eigh(np.block([[mu * one, kinetic], [kinetic, -mu * one]]))
    beta = np.concatenate([np.ones(size), -np.ones(size)])
    return energy, beta @ vec**2


def condensate_from_states(states, temperature=None):
    energy, beta_mean = states
    if temperature is None:
        filling = (energy < 0).astype(float)
    else:
        filling = expit(-energy / temperature)
    return float(np.sum(filling * beta_mean * erfc(np.abs(energy) / CUTOFF)))


def condensate_free(mu):
    """Zero-field sea from the momentum integral with the same cutoff."""
    def integrand(u):
        e = np.hypot(u, mu)
        return -4 * u * mu / e * erfc(e / CUTOFF)
    return integrate(integrand, 0.0, 8 * CUTOFF, [abs(mu), 1.0, CUTOFF])


# Orbital degeneracy: charged particle on a torus pierced by whole flux quanta
side, flux_quanta = 20, 4
phi = 2 * np.pi * flux_quanta / side**2
lattice = 4 * np.eye(side**2, dtype=complex)
for x in range(side):
    for y in range(side):
        here = x * side + y
        right = ((x + 1) % side) * side + y
        up = x * side + (y + 1) % side
        phase_x = -phi * side * y if x == side - 1 else 0.0
        for there, phase in ((right, phase_x), (up, phi * x)):
            lattice[there, here] -= np.exp(1j * phase)
            lattice[here, there] -= np.exp(-1j * phase)
orbital = np.linalg.eigvalsh(lattice) / phi
lowest_count = int(np.sum(orbital < 2))
assert lowest_count == flux_quanta
assert np.all(np.abs(orbital[:flux_quanta] - 1) < 0.02)
assert np.all(np.abs(orbital[flux_quanta:2 * flux_quanta] - 3) < 0.09)

# Frequency integral of the logarithm gives the energy difference
freq = quad(lambda v: np.log((v * v + 4.0) / (v * v + 1.0)) / np.pi, 0, np.inf)[0]
assert abs(freq - 1.0) < 1e-7

# Landau levels, their multiplicities and the heat trace
mu_test = 0.3
states = dirac_states(mu_test)
positive = np.sort(states[0][states[0] > 0])
negative = np.sort(-states[0][states[0] < 0])
expected = np.sqrt(mu_test**2 + np.array([0, 1, 1, 2, 2, 3, 3]))
assert np.allclose(positive[:7], expected, atol=1e-10)
assert np.allclose(positive, negative, atol=1e-10)
for s in (0.2, 1.0, 3.0):
    trace = np.sum(np.exp(-s * (states[0]**2 - mu_test**2))) / 2
    assert abs(trace - 1 / np.tanh(s / 2)) < 1e-9

# Regulated sea sum minus free sea against the proper-time integral
sea_difference = condensate_from_states(states) - condensate_free(mu_test)
cut_integral = -ratio_proper_time(mu_test, 1 / CUTOFF**2)
assert abs(sea_difference - cut_integral) < 1e-7
reversed_states = dirac_states(-mu_test)
reversed_difference = (condensate_from_states(reversed_states)
                       - condensate_free(-mu_test))
assert abs(reversed_difference + cut_integral) < 1e-7

# The filled lowest-level state carries <beta> = -sign(M)
for sign, (energy, beta_mean) in ((1, states), (-1, reversed_states)):
    top_filled = np.flatnonzero(energy < 0)[-1]
    assert abs(beta_mean[top_filled] + sign) < 1e-9

# Lagrangian, its mass derivative, and the closed forms
for mu in (0.05, 0.3, 1.0, 2.5):
    assert abs(lagrangian_proper_time(mu) - lagrangian_zeta(mu)) < 1e-8
    assert abs(ratio_proper_time(mu) - ratio_zeta(mu)) < 1e-8
    h = 1e-3
    slope = (lagrangian_proper_time(mu + h) - lagrangian_proper_time(mu - h)) / (2 * h)
    assert abs(slope - ratio_proper_time(mu)) < 1e-5

# Limit, bound, monotonic approach, heavy-fermion tail, zero-field part
grid = [ratio_proper_time(mu) for mu in (1e-5, 1e-3, 0.03, 0.3, 1.0, 3.0)]
assert abs(grid[0] - 1) < 5e-5
assert all(0 < g < 1 for g in grid)
assert all(a > b for a, b in zip(grid, grid[1:]))
assert abs(ratio_proper_time(6.0) * 12 * 36 - 1) < 1e-3
small = 0.01
free_series = -4 * small * CUTOFF / np.sqrt(np.pi) + 4 * small**2
assert abs(condensate_free(small) - free_series) < 2e-6

# Worked example in eV and angstrom
ell = 100.0
hbar_c = const.hbar * const.c / const.e * 1e10
bohr = const.physical_constants["Bohr radius"][0] * 1e10
w = np.sqrt(2) * hbar_c / ell
b = 1 / ell**2
limit = -b / (2 * np.pi)
zeta_half = float(mp.zeta(0.5))

print(f"magnetic length = {ell:.1f} angstrom")
print(f"b = |eB|/hbar = {b:.4e} angstrom^-2")
print(f"hbar c = {hbar_c:.3f} eV angstrom")
print(f"Landau energy w = {w:.4f} eV")
print(f"limit -b/(2 pi) = {limit:.6e} angstrom^-2")
print(f"limit -b/(2 pi) = {limit * bohr**2:.6e} bohr^-2 (atomic units)")
print(f"zeta(1/2) = {zeta_half:.6f}")
print("field-induced condensate; ratio to limit; small-mass estimate of ratio")
for mass in (30.0, 10.0, 3.0, 1.0, 0.1, 0.01):
    mu = mass / w
    ratio = ratio_proper_time(mu)
    estimate = 1 + 2 * zeta_half * mu + 4 * mu**2
    if mu < 0.2:
        assert abs(ratio - estimate) < 3 * mu**3 + 1e-9
    print(f"M = {mass:5.2f} eV: {limit * ratio:.6e} angstrom^-2; "
          f"{ratio:.6f}; {estimate:.6f}")

unit_l = b * w / (2 * np.pi)
l_low, l_mid, l_high = (unit_l * lagrangian_proper_time(m / w) for m in (0.9, 1.0, 1.1))
derivative = -(l_high - l_low) / 0.2
direct = limit * ratio_proper_time(1.0 / w)
assert abs(derivative / direct - 1) < 1e-4
print(f"Delta L at M = 0.9 eV: {l_low:.9e} eV angstrom^-2")
print(f"Delta L at M = 1.0 eV: {l_mid:.9e} eV angstrom^-2")
print(f"Delta L at M = 1.1 eV: {l_high:.9e} eV angstrom^-2")
print(f"-(difference)/(0.2 eV) = {derivative:.6e} angstrom^-2")
print(f"proper-time condensate at 1 eV = {direct:.6e} angstrom^-2")

# Order of limits, from diagonalized states at a fixed cutoff
tiny_mass, kT = 1e-4, 0.1
mu = tiny_mass / w
tiny_states = dirac_states(mu)
cold = condensate_from_states(tiny_states)
warm = condensate_from_states(tiny_states, kT / w)
lowest_warm = -np.tanh(tiny_mass / (2 * kT))
assert abs(cold + 1) < 10 * mu
assert abs(warm - lowest_warm) < 10 * mu
print(f"order of limits: M = {tiny_mass:.1e} eV, kT = {kT:.2f} eV")
print(f"cutoff Lambda = {CUTOFF * w:.3f} eV")
print(f"full condensate/(b/2pi), zero temperature = {cold:.6f}")
print(f"full condensate/(b/2pi), at kT = {warm:.6e}")
print(f"lowest level alone, -tanh(M/2kT) = {lowest_warm:.6e}")
print(f"test mass M/w = {mu_test:.2f}, cutoff Lambda/w = {CUTOFF:.1f}")
print(f"sea sum minus free sea, in b/2pi = {sea_difference:.8f}")
print(f"proper-time integral, in b/2pi = {cut_integral:.8f}")
print(f"same sea difference for -M, in b/2pi = {reversed_difference:.8f}")
print(f"torus: flux quanta = {flux_quanta}, lowest-level states = {lowest_count}")
print("checks complete")
```

Running it gives:

```
magnetic length = 100.0 angstrom
b = |eB|/hbar = 1.0000e-04 angstrom^-2
hbar c = 1973.270 eV angstrom
Landau energy w = 27.9062 eV
limit -b/(2 pi) = -1.591549e-05 angstrom^-2
limit -b/(2 pi) = -4.456792e-06 bohr^-2 (atomic units)
zeta(1/2) = -1.460355
field-induced condensate; ratio to limit; small-mass estimate of ratio
M = 30.00 eV: -1.103803e-06 angstrom^-2; 0.069354; 2.482897
M = 10.00 eV: -5.606661e-06 angstrom^-2; 0.352277; 0.467023
M =  3.00 eV: -1.160258e-05 angstrom^-2; 0.729012; 0.732243
M =  1.00 eV: -1.432959e-05 angstrom^-2; 0.900355; 0.900475
M =  0.10 eV: -1.574974e-05 angstrom^-2; 0.989585; 0.989585
M =  0.01 eV: -1.589885e-05 angstrom^-2; 0.998954; 0.998954
Delta L at M = 0.9 eV: -1.709930320e-04 eV angstrom^-2
Delta L at M = 1.0 eV: -1.695525076e-04 eV angstrom^-2
Delta L at M = 1.1 eV: -1.681270631e-04 eV angstrom^-2
-(difference)/(0.2 eV) = -1.432984e-05 angstrom^-2
proper-time condensate at 1 eV = -1.432959e-05 angstrom^-2
order of limits: M = 1.0e-04 eV, kT = 0.10 eV
cutoff Lambda = 111.625 eV
full condensate/(b/2pi), zero temperature = -1.000022
full condensate/(b/2pi), at kT = -5.228884e-04
lowest level alone, -tanh(M/2kT) = -5.000000e-04
test mass M/w = 0.30, cutoff Lambda/w = 4.0
sea sum minus free sea, in b/2pi = -0.41526169
proper-time integral, in b/2pi = -0.41526169
same sea difference for -M, in b/2pi = 0.41526169
torus: flux quanta = 4, lowest-level states = 4
checks complete
```
